# The Structure Factor from the Pair Distribution and Its Compressibility Limit: a program that tests the result

```python
"""
Structure factor of a fluid from its pair distribution, and its q -> 0 limit.

Under test:
  S(q) = 1 + 4 pi rho * integral r^2 (g(r) - 1) sin(qr)/(qr) dr
  S(q -> 0) = rho k T kappa_T
S(q) is defined as <|sum_j exp(-i q.r_j)|^2>/N, without the forward term.
rho: number density, g: pair distribution, kappa_T: isothermal compressibility.
Main example: hard spheres. Lengths are in units of the diameter sigma and
pressures in units of kT/sigma^3 unless another unit is printed.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import gammaln

rng = np.random.default_rng(12345)

# ---- angular average of a plane wave
for x in (0.4, 3.7, 11.0):
    average = 0.5 * quad(lambda u: np.cos(x * u), -1, 1)[0]
    assert abs(average - np.sin(x) / x) < 1e-10


# ---- forward term: independent random points in a ball
def ball_amplitude(x):
    return 3 * (np.sin(x) - x * np.cos(x)) / x**3


n_points, x_ball = 200, 2.0
radius = rng.random((4000, n_points)) ** (1 / 3)
height = radius * (2 * rng.random((4000, n_points)) - 1)
wave = np.exp(-1j * x_ball * height).sum(axis=1)
ball_sampled = np.mean(np.abs(wave) ** 2) / n_points
ball_formula = 1 + (n_points - 1) * ball_amplitude(x_ball) ** 2
assert abs(ball_sampled / ball_formula - 1) < 0.02
x_grid = np.linspace(0.5, 200, 20001)
bound_grid = 9 * (1 + x_grid**2) / x_grid**6
assert np.all(ball_amplitude(x_grid) ** 2 <= bound_grid * (1 + 1e-9))

# ---- number variance of an open system: hard rods of unit length on a ring
ring = 400.0
count = np.arange(0, 400)
log_weight = (count * 1.0 + np.log(ring) + (count - 1) * np.log(ring - count)
              - gammaln(count + 1))
weight = np.exp(log_weight - log_weight.max())
weight /= weight.sum()
mean_count = (weight * count).sum()
rod_variance = (weight * (count - mean_count) ** 2).sum() / mean_count
rod_density = mean_count / ring


def rod_pressure(density):
    return density / (1 - density)


step = 1e-4
rod_slope = (rod_pressure(rod_density + step)
             - rod_pressure(rod_density - step)) / (2 * step)
rod_compress = 1 / rod_slope
assert abs(rod_variance / rod_compress - 1) < 0.01

# ---- hard spheres to second order in density, exactly
r, t, dens, phi = sp.symbols("r t dens phi", positive=True)
overlap = 2 * sp.integrate(sp.pi * (1 - t**2), (t, r / 2, 1))
from_pairs = (1 - dens * 4 * sp.pi * sp.integrate(r**2, (r, 0, 1))
              + dens**2 * 4 * sp.pi
              * sp.integrate(sp.expand(r**2 * overlap), (r, 1, 2)))
contact_series = 1 + dens * overlap.subs(r, 1)
virial_pressure = dens + 2 * sp.pi / 3 * dens**2 * contact_series
from_pressure = sp.series(1 / sp.diff(virial_pressure, dens), dens, 0, 3).removeO()
assert sp.simplify(sp.expand(from_pairs - from_pressure)) == 0
in_phi = sp.expand(from_pairs.subs(dens, 6 * phi / sp.pi))
series_1 = sp.simplify(in_phi.coeff(phi, 1))
series_2 = sp.simplify(in_phi.coeff(phi, 2))

# ---- Monte Carlo of hard spheres: many independent periodic boxes at once
rho, side, copies = 0.3, 5, 100
n = side**3
box = (n / rho) ** (1 / 3)
volume = box**3
packing = np.pi * rho / 6
lattice = np.indices((side, side, side)).reshape(3, n) * box / side
pos = np.repeat(lattice[:, None, :], copies, axis=1).astype(float)

shells = [1, 2, 3, 14, 41, 66]
vectors = np.array([v for v in itertools.product(range(-8, 9), repeat=3)
                    if v > (0, 0, 0) and sum(c * c for c in v) in shells])
norms = (vectors**2).sum(axis=1)
waves = vectors * 2 * np.pi / box
q_shell = 2 * np.pi / box * np.sqrt(np.array(shells))

dr = 0.02
all_bins = int(np.sqrt(3) * box / 2 / dr) + 2
used = int(box / 2 / dr)
first, second = np.triu_indices(n, 1)
offset = (np.arange(copies) * all_bins)[:, None]
histogram = np.zeros(copies * all_bins)
power = np.zeros((len(vectors), copies))
snapshots = accepted = 0
warmup, sweeps, interval = 40, 200, 8
for sweep in range(1, sweeps + 1):
    trials = rng.random((n, 3, copies)) * box
    for i in range(n):
        trial = trials[i]
        d = np.abs(pos - trial[:, :, None])
        np.minimum(d, box - d, out=d)
        d2 = np.einsum("kmn,kmn->mn", d, d)
        d2[:, i] = 9.0
        free = d2.min(axis=1) >= 1.0
        pos[:, free, i] = trial[:, free]
        accepted += int(free.sum())
    if sweep > warmup and (sweep - warmup) % interval == 0:
        snapshots += 1
        dist2 = np.zeros((copies, len(first)))
        for k in range(3):
            d = np.abs(pos[k][:, first] - pos[k][:, second])
            d = np.minimum(d, box - d)
            dist2 += d * d
        index = (np.sqrt(dist2) / dr).astype(np.int64) + offset
        histogram += np.bincount(index.ravel(), minlength=copies * all_bins)
        phase = np.tensordot(waves, pos, axes=(1, 0))
        power += (np.cos(phase).sum(axis=2) ** 2
                  + np.sin(phase).sum(axis=2) ** 2) / n
acceptance = accepted / (sweeps * n * copies)

# structure factor straight from its definition, one column per copy
power /= snapshots
s_copy = np.array([power[norms == m].mean(axis=0) for m in shells])
s_amp = s_copy.mean(axis=1)
s_err = s_copy.std(axis=1, ddof=1) / np.sqrt(copies)


def extrapolate(values):
    """Straight line for 1/S against q^2 through the three lowest shells."""
    return 1 / np.polyfit(q_shell[:3] ** 2, 1 / values[:3], 1)[1]


s0_amp = extrapolate(s_amp)
leave_out = np.array([extrapolate(np.delete(s_copy, m, axis=1).mean(axis=1))
                      for m in range(copies)])
s0_amp_err = np.sqrt((copies - 1) * leave_out.var())

# pair distribution: neighbours per atom in each shell over rho * shell volume
edges = dr * np.arange(used + 1)
middle = 0.5 * (edges[1:] + edges[:-1])
shell_volume = 4 * np.pi / 3 * np.diff(edges**3)
pairs = histogram.reshape(copies, all_bins)[:, :used]
g_copy = 2 * pairs / (snapshots * n) / (rho * shell_volume)
g = g_copy.mean(axis=0)
cut_fraction = shell_volume.sum() / volume
raw_copy = 1 + rho * ((g_copy - 1) * shell_volume).sum(axis=1)
s0_raw = raw_copy.mean()
s0_pair = s0_raw / (1 - cut_fraction)
s0_pair_err = (raw_copy.std(ddof=1) / np.sqrt(copies)) / (1 - cut_fraction)


def s_from_g(q):
    """Radial integral with the closed-box baseline 1 - S(0)/N."""
    excess = g - 1 + s0_pair / n
    return 1 + rho * np.sum(excess * shell_volume * np.sinc(q * middle / np.pi))


s_pair = np.array([s_from_g(q) for q in q_shell])


# ---- Carnahan-Starling equation of state
def cs_factor(density):
    f = np.pi * density / 6
    return (1 + f + f**2 - f**3) / (1 - f) ** 3


slope = ((rho + step) * cs_factor(rho + step)
         - (rho - step) * cs_factor(rho - step)) / (2 * step)
s0_eos = 1 / slope
near = slice(int(round(1 / dr)), int(round(1 / dr)) + 5)
g_contact = np.polyval(np.polyfit(middle[near] - 1, g[near], 1), 0.0)
z_contact = 1 + 2 * np.pi / 3 * rho * g_contact

# ---- numbers with units
sigma, temperature = 0.3e-9, 300.0
density_si = rho / sigma**3
thermal = constants.k * temperature
kappa_amp = s0_amp / (density_si * thermal) * 1e9
kappa_eos = s0_eos / (density_si * thermal) * 1e9
big_radius = 1e6
big_number = 4 * np.pi / 3 * rho * big_radius**3
forward_bound = big_number * 9 * (1 + big_radius**2) / big_radius**6
q_fine = np.linspace(4, 9, 501)
s_fine = np.array([s_from_g(q) for q in q_fine])
peak = int(np.argmax(s_fine))

print("Random points in a ball, N =", n_points, ", qR =", x_ball)
print(f"  <|sum|^2>/N sampled: {ball_sampled:.2f}, 1+(N-1)F^2: {ball_formula:.2f}")
print(f"Forward-term bound, ball R = {big_radius:.0e} sigma,"
      f" q sigma = 1, rho sigma^3 = {rho}: {forward_bound:.2e}")
print(f"Hard rods, open ring of length {ring:.0f}: density {rod_density:.4f}")
print(f"  variance/mean: {rod_variance:.4f}, rho kT kappa_T: {rod_compress:.4f}")
print(f"Hard spheres, S(0) = 1 + ({series_1}) phi + ({series_2}) phi^2 + ...")
print(f"Simulation: N = {n}, copies = {copies}, snapshots per copy = {snapshots}")
print(f"  rho sigma^3 = {rho}, packing fraction = {packing:.4f}")
print(f"  box side = {box:.3f} sigma, cutoff = {edges[-1]:.2f} sigma")
print(f"  accepted moves: {100 * acceptance:.1f} percent")
print("Pair distribution (r/sigma, g), average over a bin of 0.02 sigma:")
for target in (1.01, 1.25, 1.51, 1.75, 2.01, 2.51, 3.01):
    j = int(target / dr)
    print(f"  {middle[j]:.2f}  {g[j]:.3f}")
print("q sigma, S from amplitudes, its standard error, S from g:")
for q, a, e, b in zip(q_shell, s_amp, s_err, s_pair):
    print(f"  {q:.3f}  {a:.4f}  {e:.4f}  {b:.4f}")
print(f"Main peak of S from g: q sigma = {q_fine[peak]:.2f}, S = {s_fine[peak]:.3f}")
print(f"Contact value g(sigma+) = {g_contact:.3f}")
print(f"p/(rho kT): from contact {z_contact:.3f}, Carnahan-Starling"
      f" {cs_factor(rho):.3f}")
print(f"S(0) amplitudes, extrapolated: {s0_amp:.4f} +- {s0_amp_err:.4f}")
print(f"S(0) integral of g, baseline 1 (uncorrected): {s0_raw:.4f}")
print(f"  cutoff sphere / box volume: {cut_fraction:.4f}")
print(f"S(0) integral of g, corrected: {s0_pair:.4f} +- {s0_pair_err:.4f}")
print(f"rho kT kappa_T, Carnahan-Starling: {s0_eos:.4f}")
print(f"With sigma = {sigma * 1e9:.1f} nm, T = {temperature:.0f} K:"
      f" rho = {density_si * 1e-27:.2f} nm^-3")
print(f"  kappa_T from S(0) of amplitudes: {kappa_amp:.2f} GPa^-1")
print(f"  kappa_T from Carnahan-Starling: {kappa_eos:.2f} GPa^-1")

# Tolerances cover sampling noise, the finite cutoff and terms of order 1/N.
assert np.max(np.abs(s_amp - s_pair)) < 0.04
assert abs(z_contact - cs_factor(rho)) < 0.06
assert abs(s0_amp - s0_eos) < 0.03
assert abs(s0_pair - s0_eos) < 0.07
assert s0_eos - s0_raw > 0.10
print("all good")
```

Output:

```
Random points in a ball, N = 200 , qR = 2.0
  <|sum|^2>/N sampled: 85.71, 1+(N-1)F^2: 85.88
Forward-term bound, ball R = 1e+06 sigma, q sigma = 1, rho sigma^3 = 0.3: 1.13e-05
Hard rods, open ring of length 400: density 0.5000
  variance/mean: 0.2500, rho kT kappa_T: 0.2500
Hard spheres, S(0) = 1 + (-8) phi + (34) phi^2 + ...
Simulation: N = 125, copies = 100, snapshots per copy = 20
  rho sigma^3 = 0.3, packing fraction = 0.1571
  box side = 7.469 sigma, cutoff = 3.72 sigma
  accepted moves: 17.6 percent
Pair distribution (r/sigma, g), average over a bin of 0.02 sigma:
  1.01  1.511
  1.25  1.218
  1.51  1.045
  1.75  0.969
  2.01  0.979
  2.51  1.004
  3.01  1.001
q sigma, S from amplitudes, its standard error, S from g:
  0.841  0.3069  0.0040  0.3051
  1.190  0.3184  0.0029  0.3207
  1.457  0.3369  0.0035  0.3357
  3.148  0.5454  0.0025  0.5472
  5.387  1.1122  0.0037  1.1164
  6.834  1.1082  0.0038  1.1091
Main peak of S from g: q sigma = 6.02, S = 1.166
Contact value g(sigma+) = 1.531
p/(rho kT): from contact 1.962, Carnahan-Starling 1.967
S(0) amplitudes, extrapolated: 0.2930 +- 0.0053
S(0) integral of g, baseline 1 (uncorrected): 0.1383
  cutoff sphere / box volume: 0.5175
S(0) integral of g, corrected: 0.2867 +- 0.0160
rho kT kappa_T, Carnahan-Starling: 0.2949
With sigma = 0.3 nm, T = 300 K: rho = 11.11 nm^-3
  kappa_T from S(0) of amplitudes: 6.37 GPa^-1
  kappa_T from Carnahan-Starling: 6.41 GPa^-1
all good
```
